# The non-Abelian gauge field of holes in the spherical Luttinger model

Suppose a force along $z$ carries a light hole from $k_z=-\infty$ to $k_z=+\infty$ at fixed transverse wavevector $k_\perp$. The slope of the band energy gives no displacement perpendicular to both the force and $k_\perp$. If one adds a curvature term but lets the hole keep its initial helicity $\lambda=\tfrac12$, the displacement is $-3/k_\perp$. The correct value is $+1/k_\perp$: the first account misses the effect and the second gives the wrong sign. Both the curvature and the way it acts on a degenerate pair of states are needed.

In atomic units, with hole energy counted upward, the spherical Luttinger Hamiltonian is
$$H=\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)k^2-\gamma_2(\mathbf k\cdot\mathbf S)^2,\qquad \gamma_2>0,$$
where $\mathbf S$ is a spin $3/2$. The hole Hamiltonian is $-H_e^T(-\mathbf k)$ in terms of the electron one. Transposition turns $\mathbf S$ into $-\mathbf S$, up to a fixed rotation of the basis, and since $H$ is even in both $\mathbf k$ and $\mathbf S$ its form is preserved.

The helicity $h=\mathbf k\cdot\mathbf S/k$ commutes with $H$ and has eigenvalues $\lambda=\pm\tfrac32,\pm\tfrac12$. Inserting $\lambda^2=\tfrac94$ and $\lambda^2=\tfrac14$ gives
$$E_{\rm h}=\tfrac12(\gamma_1-2\gamma_2)k^2,\qquad E_{\rm l}=\tfrac12(\gamma_1+2\gamma_2)k^2 .$$
The heavy and light pairs are separated by $2\gamma_2k^2$. Everything below requires $k\neq0$, since the pairs merge at the origin.

Let $u_a(\mathbf k)$ be an orthonormal frame of one pair, and write a state in that pair as $\sum_a u_ac_a$. Differentiating it and projecting back onto the pair gives the covariant derivative $D_i=\partial_i+iA_i$, where
$$(A_i)_{ab}=-i\langle u_a|\partial_iu_b\rangle .$$
The curvature is defined by $[D_i,D_j]=iF_{ij}$. Expanding the commutator yields
$$F_{ij}=\partial_iA_j-\partial_jA_i+i[A_i,A_j]\equiv\epsilon_{ijl}F_l .$$
The opposite sign convention for $A$ would reverse $F$. A change of frame $u\to uV$ turns $F$ into $V^\dagger FV$, so the matrix depends on the frame but the operator does not.

To obtain a frame, rotate the eigenstates of $S_z$ until their axis points along $\mathbf k$, whose polar angles are $\theta,\phi$:
$$U=e^{-i\phi S_z}e^{-i\theta S_y},\qquad U^\dagger hU=S_z .$$
Consider first all four states together. Since $\partial_\theta U=U(-iS_y)$ and $\partial_\phi U=-iS_zU$, the connection is
$$A_\theta=-S_y,\qquad A_\phi=-U^\dagger S_zU=-(\cos\theta\,S_z-\sin\theta\,S_x),\qquad A_k=0.$$
For the middle expression, define $Z=e^{i\theta S_y}S_ze^{-i\theta S_y}$ and $X$ likewise from $S_x$. The spin commutators give $Z'=-X$ and $X'=Z$, with the solution $Z=\cos\theta\,S_z-\sin\theta\,S_x$.

With all four states retained the curvature is zero, because
$$\partial_\theta A_\phi+i[A_\theta,A_\phi]=(\sin\theta\,S_z+\cos\theta\,S_x)-(\cos\theta\,S_x+\sin\theta\,S_z)=0 .$$
The curvature of a pair therefore comes from discarding the other pair. Projection keeps the derivative term but removes from the commutator the products that pass through the discarded states.

For heavy holes the two helicities differ by 3, while $S_x$ and $S_y$ change the helicity by 1. Their projections vanish, leaving $A_\theta=0$ and $A_\phi=-\lambda\cos\theta$. These matrices are diagonal and commute, so
$$F_{\theta\phi}=\lambda\sin\theta\qquad(|\lambda|=\tfrac32).$$
The heavy pair thus carries two uncoupled Abelian fields, one for each helicity.

For light holes, $\langle\tfrac12|S_+|-\tfrac12\rangle=\sqrt{15/4+1/4}=2$. The projections of $S_x,S_y,S_z$ are therefore $\sigma_x,\sigma_y,\tfrac12\sigma_z$, with Pauli matrices $\sigma$. The connection becomes
$$A_\theta=-\sigma_y,\qquad A_\phi=-\tfrac12\cos\theta\,\sigma_z+\sin\theta\,\sigma_x .$$
The two parts of the curvature are
$$\partial_\theta A_\phi=\tfrac12\sin\theta\,\sigma_z+\cos\theta\,\sigma_x,$$
$$i[A_\theta,A_\phi]=\tfrac i2\cos\theta[\sigma_y,\sigma_z]-i\sin\theta[\sigma_y,\sigma_x]=-\cos\theta\,\sigma_x-2\sin\theta\,\sigma_z .$$
The $\sigma_x$ terms cancel. With $\lambda$ the eigenvalue of $\tfrac12\sigma_z$, the sum is
$$F_{\theta\phi}=-\tfrac32\sin\theta\,\sigma_z\;\to\;-3\lambda\sin\theta\qquad(|\lambda|=\tfrac12).$$
The derivative term alone would contribute $+\lambda$; the commutator contributes $-4\lambda$ and reverses the sign.

The area element on the sphere is $k^2\sin\theta\,d\theta\,d\phi$, so the radial component is $F_{\theta\phi}/(k^2\sin\theta)$. The other components vanish because $A_k=0$ and nothing depends on $k$. Since $2\lambda^2-\tfrac72$ equals $1$ for heavy and $-3$ for light holes, both cases are contained in
$$\boxed{\mathbf F=\lambda\left(2\lambda^2-\tfrac72\right)\frac{\mathbf k}{k^3}}$$
The cubic in $\lambda$ is a compact way of recording four values. Numerical differentiation of the frame gives $k^2F=+1.5,-1.5,+1.5,-1.5$ for $\lambda=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$, in agreement.

The result can also be written without a frame. Let $P$ project onto the pair, and let $\psi=P\psi$, so that $D_i\psi=P\partial_i\psi$. Then
$$[D_i,D_j]\psi=P(\partial_iP)\partial_j\psi-P(\partial_jP)\partial_i\psi .$$
Differentiating $P^2=P$ shows that $P(\partial_iP)P=0$, so only $(1-P)\partial_j\psi=(\partial_jP)\psi$ contributes. Hence
$$F_{ij}=-iP[\partial_iP,\partial_jP]P .$$
Each term is a virtual excursion into the other pair and back.

Although the light-hole curvature is diagonal in the helicity frame, transport around a finite loop does not in general preserve helicity. Take a circle of half-angle $\alpha$ around the polar axis. Parallel transport obeys $dc/d\phi=-iA_\phi c$ with constant $A_\phi$, and $U$ changes sign when $\phi$ advances by $2\pi$. The transport operator is therefore $W=-e^{-2\pi iA_\phi}$. For light holes $A_\phi^2=\tfrac14(1+3\sin^2\alpha)$, which gives
$$\operatorname{tr}W_{\rm h}=-2\cos(3\pi\cos\alpha),\qquad \operatorname{tr}W_{\rm l}=-2\cos\!\left(\pi\sqrt{1+3\sin^2\alpha}\right).$$
At $\alpha=45^\circ$, an ordered product of projectors taken from the diagonalized Hamiltonian gives a light trace of $-0.503$, against $-0.504$ from the formula; the finite number of projectors slightly shortens the product. Integrating the diagonal curvature over the enclosed cap, as one would for an Abelian field, would give $-1.856$.

The order of loops matters as well. For two such circles through a common point, with centres tilted in perpendicular directions, the commutator of the transport operators has norm $1.83$ for light holes and zero, to three decimals, for heavy holes.

The curvature enters the motion through the position operator. Acting on the amplitudes $c$, position is $i\partial_i$ followed by projection:
$$x_i=i\partial_i-A_i=iD_i,\qquad [x_i,x_j]=-iF_{ij}.$$
With a uniform force $\mathbf f$, the Hamiltonian within one pair is $E(k)-\mathbf f\cdot\mathbf x$. Using $[x_j,k_i]=i\delta_{ij}$ and $[E,x_i]=-i\partial_iE$, the Heisenberg equations are
$$\dot k_i=f_i,\qquad \dot x_i=\partial_iE-if_j[x_j,x_i]=\partial_iE+F_{ij}f_j,$$
or $\dot{\mathbf x}=\nabla_kE+\dot{\mathbf k}\times\mathbf F$. For light holes $\mathbf F$ remains an operator, and its expectation value depends on the evolving helicity.

This description requires little mixing between the pairs. The matrix element of $\partial_i$ between them is at most $\sqrt3/(2k)$, from $|\langle\tfrac32|S_y|\tfrac12\rangle|=\sqrt3/2$. The mixing amplitude is then about $\sqrt3f/(4\gamma_2k^3)$, which must be small. The $1/k^2$ growth of the curvature cannot be followed down to $k=0$ at finite force.

Now return to the sweep, with $\mathbf k=(k_\perp,0,k_z)$ and $k_z$ rising. Let $\chi$ be the angle through which $\mathbf k$ has turned from $-z$, so that $k=k_\perp/\sin\chi$ and $dk_z=k_\perp d\chi/\sin^2\chi$. Since $\hat{\mathbf z}\times\hat{\mathbf x}=\hat{\mathbf y}$, the displacement is
$$\Delta y=C\int\langle h\rangle\frac{k_\perp}{k^3}\,dk_z=\frac C{k_\perp}\int_0^\pi\langle h\rangle\sin\chi\,d\chi,$$
with $C=1$ for heavy and $C=-3$ for light holes. A heavy hole keeps $\langle h\rangle=\lambda$, so $\Delta y=2\lambda/k_\perp$.

For a light hole, $A_\theta=-\sigma_y$ and $d\theta=-d\chi$ give $c(\chi)=e^{-i\chi\sigma_y}c(0)$, apart from a common phase. This rotates the two-state pseudospin by $2\chi$, so $\langle h\rangle=\lambda\cos2\chi$ and
$$\Delta y=-\frac{3\lambda}{k_\perp}\int_0^\pi(2\cos^2\chi-1)\sin\chi\,d\chi=-\frac{3\lambda}{k_\perp}\left(\frac43-2\right)=\frac{2\lambda}{k_\perp}.$$
Freezing the helicity would give $-6\lambda/k_\perp$. A conservation law confirms the result. A force along $z$ conserves $xk_y-yk_x+S_z$. Here $k_y=0$, while $S_z$ goes from $-\lambda$ to $+\lambda$ for both kinds of hole, so $k_\perp\Delta y=2\lambda$.

The four-level Schrödinger equation, which contains no gauge field, supplies a separate test. I take $\gamma_2=1$, $k_\perp=1$, a force of $0.02$ and $k_z$ from $-6$ to $6$. The finite range shortens the predictions to $2.959$ for $\lambda=\tfrac32$ and $0.984$ for $\lambda=\tfrac12$. Integrating the velocity with a time step of $0.01$ gives $2.957$ and $0.985$, within $0.2\%$ of the predictions. The remainder is time-step error: a step four times smaller gives $2.9591$ and $0.9836$, approaching the change of $S_z$ ($2.9592$ and $0.9835$) as the conservation law requires, whereas frozen light-hole helicity would give $-2.959$.

For a material example I use p-type InSb. Its parameters $\gamma_2$ and $\gamma_3$, which the spherical model replaces by one number, are close, while its small gap puts the four-band model under strain. Rough typical values are $\gamma_1=35$, $\gamma_2=15.5$ and $\gamma_3=16.5$. The spherical average is $\gamma=(2\gamma_2+3\gamma_3)/5=16.1$, so the masses in units of the free-electron mass are
$$m_{\rm h}=\frac1{35-32.2}=0.357,\qquad m_{\rm l}=\frac1{35+32.2}=0.0149 .$$
I take a hole density of $10^{18}\ \mathrm{cm^{-3}}$, a mobility of $1000\ \mathrm{cm^2/Vs}$, a field of $0.0002\ \mathrm{MV/cm}$ and a temperature of 10 K.

The two pairs share one Fermi energy, so $k_{\rm l}/k_{\rm h}=\sqrt{m_{\rm l}/m_{\rm h}}$, and the density is $(k_{\rm h}^3+k_{\rm l}^3)/3\pi^2$. This gives $k_{\rm h}=0.0309$ and $k_{\rm l}=0.0063$ Å$^{-1}$, with a Fermi energy of 0.0102 eV. The curvatures for positive helicity are
$$F_{\rm h}=\frac{1.5}{k_{\rm h}^2}=1.58\times10^3\ \text{Å}^2,\qquad F_{\rm l}=-\frac{1.5}{k_{\rm l}^2}=-3.78\times10^4\ \text{Å}^2 .$$

The mobility and heavy mass give a scattering time $\tau=\mu m_{\rm h}/e=2.0\times10^{-13}$ s, which I also assign to the light holes. During that time the field changes $k$ by $eE\tau/\hbar=6.2\times10^{-4}$ Å$^{-1}$. For $\mathbf k$ perpendicular to the field, the sideways shifts have magnitudes
$$|F_{\rm h}|\Delta k=0.97\ \text{Å}=0.097\ \text{nm},\qquad |F_{\rm l}|\Delta k=23\ \text{Å}=2.3\ \text{nm}.$$
The light hole turns by only 0.098 rad, so its helicity falls by a factor $\cos(0.196)=0.98$ and, for a flight of length $\tau$, the initial curvature suffices. The anomalous speeds are about $0.5\%$ of the group speed for heavy and $2.3\%$ for light holes. At a given $\mathbf k$, opposite helicities move in opposite directions, so equal populations give no net sideways current from this term. Reversing $\mathbf k$ at fixed helicity also reverses the shift. Summed over the Fermi surface, the motion therefore separates holes by spin, not by helicity: the spin component involved is perpendicular to both the force and the displacement, and heavy and light holes contribute with opposite signs.

Real InSb departs from the model in several ways. With unequal $\gamma_2$ and $\gamma_3$, the sampled values of $k^2|F|$ run from 1.38 to 1.70, or from $-8\%$ to $+13\%$ relative to 1.5. The heavy mass varies more, from 0.25 along [001] to 0.50 along [111]. The heavy pair is also strictly Abelian only in the spherical model: with these $\gamma_2,\gamma_3$ the two $45^\circ$ loops used above give a heavy commutator norm of about $0.04$ instead of zero. An eight-band Kane model with a rough gap of 0.23 eV leaves the heavy coefficient at 1.50 and changes the light one to $-1.42$, which is $5\%$ smaller in magnitude. At the same Fermi energy the light wavevector also grows from $0.0063$ to $0.00645$ Å$^{-1}$, so $|F_{\rm l}|$ itself falls by about $10\%$. It also reduces the heavy-light splitting at $k_{\rm h}$ to 0.13 eV, from about 0.23 eV in the four-band model. The missing inversion centre also splits the pairs. The one cubic term included here, with a rough coefficient, gives less than 0.001 eV, well below the collision broadening $\hbar/\tau=0.0032$ eV; other terms allowed by symmetry are left out.

That broadening is not negligible for the light holes, because it is $35\%$ of their 0.0093 eV splitting from the heavy band. Replacing $1/\Delta^2$ by $1/[\Delta^2+(\hbar/\tau)^2]$, with $\Delta$ the splitting, would lower their shift by about $11\%$. Averaging the four-level motion over exponentially distributed flight times, which adds the turning of $\mathbf k$ during longer flights, gives about 20 Å, some $15\%$ below 23 Å. This is a rough estimate, not a treatment of scattering, and displacements during the collisions themselves are omitted. The light-hole shift is also proportional to the assumed light-hole scattering time.

Apart from heating, discussed below, the field is weak enough for the other approximations. It mixes the pairs with an amplitude of 0.03 at $k_{\rm l}$, and the energy gained between collisions is at most about 0.002 eV, far below the gap. Tunnelling across the gap is suppressed by an estimated exponent of about 2700. The low temperature is essential to the use of Fermi wavevectors: the thermal energy is 0.0009 eV at 10 K but would be about 0.026 eV at 300 K, above the Fermi energy, and the shifts would then have to be averaged over a broad range of $k$. A free degenerate gas at 10 K is itself an assumption: a hydrogenic estimate with the heavy mass and a dielectric constant near 17 gives a Bohr radius of about 25 Å and $n^{1/3}a_B\approx0.25$, right at the Mott criterion, so binding to acceptors may not be negligible. The 10 K must also be the temperature of the holes themselves. On average each gains energy from the field at a rate $e\mu E^2=4\times10^7$ eV/s, enough to double the thermal energy of the degenerate gas in about 4.5 ps. The example therefore describes the first few picoseconds of a pulse; in a steady field the holes would be hotter unless they lost energy equally fast. The numerical output lists the remaining intermediate values.

## Values computed for the example and the checks

```
k^2 F at helicity +1.5: +1.5000
k^2 F at helicity +0.5: -1.5000
k^2 F at helicity -0.5: +1.5000
k^2 F at helicity -1.5: -1.5000
circle half-angle: 45 degrees
heavy loop trace: -1.853; commutator norm: 0.000
light loop trace: -0.503; commutator norm: 1.828
light trace if only diagonal flux counted: -1.856
sweep: K/k_perp = 6, force = 0.02 (atomic units, g2=1)
heavy shift * k_perp: full 2.9572, law 2.9592
light shift * k_perp: full 0.9849, law 0.9835
light shift, frozen helicity: -2.9592
spin change along z: 2.9592 heavy, 0.9835 light
light shift * k_perp, infinite sweep: 1.0000
InSb rough g1, g2, g3: 35.0, 15.5, 16.5; spherical g: 16.10
rough gap, split-off, Kane energy: 0.23, 0.8, 23.0 eV
hole density: 1.0e+18 cm^-3
mobility: 1000 cm2/Vs; temperature: 10 K
electric field: 0.0002 MV/cm
hbar^2/2m: 3.8100 eV angstrom^2
masses / m_e: heavy 0.357, light 0.0149
Fermi k: heavy 0.03085, light 0.00630 1/angstrom
Fermi energy: 0.01015 eV
F, helicity +3/2: +1576.1 angstrom^2
F, helicity +1/2: -37827.5 angstrom^2
scattering time: 2.031e-13 s
change of k in that time: 6.170e-04 1/angstrom
anomalous speed: heavy 4.789e+04, light 1.149e+06 cm/s
group speed: heavy 1.000e+07, light 4.899e+07 cm/s
heavy sideways shift: 0.972 angstrom = 0.0972 nm
light sideways shift: 23.34 angstrom = 2.334 nm
turning angle delta_k/k: heavy 0.020, light 0.098
Neglected effects:
warped k^2|F|, heavy: 1.382 to 1.700
warped k^2|F|, light: 1.382 to 1.700
heavy mass / m_e: [001] 0.250, [111] 0.500
eight-band k^2 F: heavy +1.5000, light -1.4238
heavy-light splitting at heavy k: 0.1279 eV
heavy-light splitting at light k: 0.00926 eV
rough inversion coefficient: 900 eV angstrom^3
largest pair splitting: heavy 5.87e-04, light 2.30e-04 eV
field mixing amplitude: heavy 4.39e-04, light 2.97e-02
collision broadening hbar/tau: 0.00324 eV
thermal energy: 0.00086 eV
tunnelling exponent across gap: 2718
energy gain per free path: heavy 4.06e-04, light 1.99e-03 eV
```
